# Canonical temperature fluctuations and thermorefractive noise in a microring resonator, part 1

(Sections cited here and not found follow in the second part.)

A dielectric optical resonator rests in thermal equilibrium with its surroundings. Its refractive index depends on temperature, so random exchange of heat makes its resonance frequency wander even when the surroundings are held at constant temperature. This problem finds the size of that wandering, first for the temperature and then for the light.

SI units are used. Boltzmann's constant is $k$, the temperature of the surroundings is $T$, and $\delta X=X-\langle X\rangle$ is the departure of a quantity $X$ from its equilibrium mean. Angle brackets are averages over the equilibrium ensemble, taken at one instant. A subscript rms means the square root of a variance.

## First half: from energy to temperature

### (a) How much does the energy of the region fluctuate?

A region of fixed volume $V$ and fixed composition has energy levels $E_i$. It exchanges energy with a much larger reservoir at temperature $T$, through a coupling whose own energy is negligible. Express the variance of its energy through its heat capacity $C=(\partial U/\partial T)_V$, where $U=\langle E\rangle$.

**Solution.** The region is in level $i$ with the canonical probability

$$
p_i=\frac{e^{-bE_i}}{Z},\qquad Z=\sum_i e^{-bE_i},\qquad b=\frac{1}{kT}.
$$

The levels do not depend on $b$, because the volume is fixed. Differentiating $\ln Z$ once gives

$$
\frac{\partial\ln Z}{\partial b}=\frac1Z\sum_i(-E_i)e^{-bE_i}=-U .
$$

In the second derivative, both the sum and the factor $1/Z$ must be differentiated:

$$
\frac{\partial^2\ln Z}{\partial b^2}
=\frac1Z\sum_iE_i^2e^{-bE_i}-\left(\frac1Z\sum_iE_ie^{-bE_i}\right)^2
=\langle E^2\rangle-U^2=\langle\delta E^2\rangle .
$$

The first derivative is $-U$, so the second is $-\partial U/\partial b$. To turn this into a temperature derivative, use $T=1/(kb)$, for which $dT/db=-1/(kb^2)=-kT^2$. The two minus signs cancel:

$$
\langle\delta E^2\rangle=-\frac{\partial U}{\partial b}
=-\frac{\partial U}{\partial T}\frac{dT}{db}=kT^2C .
$$

Nothing here assumed classical motion or independent particles. The same heat capacity that measures the response of the mean energy to the reservoir temperature also measures the spontaneous spread of energy. Since a variance cannot be negative, $C$ cannot be negative either.

The relation was tested on a quantum oscillator with a quartic term. In units where $\hbar$, the mass, the harmonic frequency and $k$ are one, its Hamiltonian is $p^2/2+x^2/2+0.2x^4$, and the temperature was 1.3. The variance came from the sum over levels, and the heat capacity from a finite difference of the mean energy. The two sides agreed to better than one part in a million.

For a body made of many similar parts, $U$ and $C$ both grow in proportion to the number of parts $N$. The rms energy then grows as $\sqrt N$, and the relative energy fluctuation falls as $1/\sqrt N$.

### (b) What does it mean for the temperature to fluctuate?

In the canonical ensemble $T$ belongs to the reservoir and is constant. Define a fluctuating temperature for the region, find its variance to leading order, and say when the leading order is enough.

**Solution.** What varies is the energy. At each instant we may ask which equilibrium temperature would have that energy as its mean. Call this temperature $\bar T$, defined by

$$
U(\bar T)=E .
$$

For $C>0$ the function $U$ increases with temperature, so the answer is unique. Put $\bar T=T+\delta T$ and expand. Primes denote temperature derivatives taken at $T$:

$$
\delta E=C\,\delta T+\tfrac12C'\,\delta T^2+\tfrac16C''\,\delta T^3+\dots
$$

To first order $\delta T=\delta E/C$. The result of part (a) then gives

$$
\boxed{\langle\delta T^2\rangle=\frac{\langle\delta E^2\rangle}{C^2}=\frac{kT^2}{C}}
$$

For a uniform body this $\delta T$ is also the volume average of the local temperature fluctuation, as part (c) will confirm.

The result has a simple reading in terms of entropy. Let $S(E)$ be the entropy of the region at energy $E$. The number of levels near $E$ is proportional to $e^{S/k}$, so the probability density of $E$ is proportional to $\exp[S(E)/k-E/(kT)]$. It peaks where $dS/dE=1/T$. The curvature there is

$$
\frac{d^2S}{dE^2}=\frac{d}{dE}\frac1T=-\frac{1}{T^2}\frac{dT}{dE}=-\frac{1}{T^2C}.
$$

Near the peak the probability is therefore proportional to

$$
\exp\left(-\frac{\delta E^2}{2kT^2C}\right)=\exp\left(-\frac{C\,\delta T^2}{2kT^2}\right),
$$

a Gaussian with the variance just found. A large heat capacity makes a given temperature departure costly in entropy, and so makes it rare.

Now for the neglected terms. Inverting the expansion order by order gives

$$
\delta T=\frac{\delta E}{C}-\frac{C'}{2C^3}\delta E^2
+\left(\frac{C'^2}{2C^5}-\frac{C''}{6C^4}\right)\delta E^3+\dots
$$

The first correction to the variance comes from three products: the first term with the second, the second with itself, and the first with the third. They need these moments:

$$
\langle\delta E^3\rangle=-\frac{\partial^3\ln Z}{\partial b^3}
=kT^2\frac{\partial}{\partial T}(kT^2C)=k^2T^3(2C+TC'),
$$

$$
\langle\delta E^4\rangle\simeq3\langle\delta E^2\rangle^2=3k^2T^4C^2 .
$$

The second line is the Gaussian value, which is enough at this order for a large body. With $a=TC'/C$ and $d=T^2C''/C$, the three products, each divided by $kT^2/C$, are

$$
-\frac{k}{C}(2a+a^2),\qquad \frac{k}{C}\frac{a^2}{2},\qquad \frac{k}{C}(3a^2-d).
$$

In the second product the variance of $\delta E^2$ is needed, which is $3\langle\delta E^2\rangle^2-\langle\delta E^2\rangle^2=2\langle\delta E^2\rangle^2$. Adding the three,

$$
\langle(\bar T-\langle\bar T\rangle)^2\rangle
=\frac{kT^2}{C}\left[1+\frac{k}{C}\left(\frac{5a^2}{2}-2a-d\right)+\dots\right].
$$

The correction is small when $C\gg k$ and the heat capacity changes smoothly with temperature. It vanishes for classical harmonic oscillators, whose heat capacity is constant.

This was tested on $N$ identical quantum oscillators of level spacing $\varepsilon$ at $kT=0.7\varepsilon$. Their full energy distribution is known, so $\bar T$ can be assigned to every possible energy. The variance divided by $kT^2/C$ was 1.00141 for $N=400$ and 1.00035 for $N=1600$. Four times as many oscillators reduced the excess by a factor of four, as a correction proportional to $k/C$ requires.

Cooling does not necessarily make the temperature quieter. In a crystal cold enough for $C\propto T^3$, the variance $kT^2/C$ grows as $1/T$. The relative variance $k/C$ grows as $1/T^3$, and the definition of $\bar T$ loses its use once $C$ becomes comparable with $k$.

### (c) How are fluctuations at different places related?

Light does not weigh all parts of a resonator equally. Let the material have uniform heat capacity per volume $c$, so that $C=cV$. Find the correlation between temperature fluctuations at two points, and the variance of a weighted average

$$
\delta T_w=\int w(\mathbf r)\,\delta T(\mathbf r)\,d^3r,\qquad \int w\,d^3r=1 .
$$

**Solution.** Divide the body into cells of volume $v$. Write its energy as the sum of the cell energies $E_j$ and the interaction energies across cell faces. Suppose that interactions and energy correlations reach only a short distance $\xi$. This excludes a material close to a continuous phase transition, where correlations become long. The faces influence a fraction of order $\xi/\ell$ of a cell with edge $\ell$, so for $\ell\gg\xi$ their influence can be dropped.

The canonical weight then separates into a product,

$$
e^{-b(E_1+E_2+\dots)}=e^{-bE_1}e^{-bE_2}\cdots ,
$$

and the cell energies are statistically independent. Each cell obeys part (a) with heat capacity $cv$:

$$
\langle\delta E_i\,\delta E_j\rangle=kT^2cv\,\delta_{ij}.
$$

Here $\delta_{ij}$ is one for $i=j$ and zero otherwise. Dividing by $(cv)^2$ turns energies into temperatures:

$$
\langle\delta T_i\,\delta T_j\rangle=\frac{kT^2}{cv}\,\delta_{ij}.
$$

For functions that vary little across a cell, $\delta_{ij}/v$ acts as a delta function, because $\sum_jv\,(\delta_{ij}/v)=1$. Thus

$$
\langle\delta T(\mathbf r)\,\delta T(\mathbf r')\rangle=\frac{kT^2}{c}\,\delta(\mathbf r-\mathbf r').
$$

The infinite value at coincident points is not a physical prediction. The formula is a statement about averages over regions much larger than $\xi$.

The variance of the weighted average follows by inserting this correlation and using the delta function for one of the integrals:

$$
\langle\delta T_w^2\rangle
=\iint w(\mathbf r)w(\mathbf r')\frac{kT^2}{c}\delta(\mathbf r-\mathbf r')\,d^3r\,d^3r'
=\frac{kT^2}{c}\int w^2\,d^3r .
$$

For the plain volume average, $w=1/V$ inside the body. Then $\int w^2d^3r=1/V$, and the variance is $kT^2/(cV)=kT^2/C$. This agrees with part (b), since $\delta E=\int c\,\delta T\,d^3r$ is $C$ times the volume average when $c$ is uniform.

The assumption of independent cells can fail, and a coupled lattice shows where. Take a closed chain of 400 classical particles at equal temperature. In dimensionless form each has potential energy $x_i^2/2$ and is tied to its neighbour by $(x_i-x_{i+1})^2/2$. Half of each bond energy is assigned to either end. Each particle has heat capacity $k$, half kinetic and half potential.

With the slowly varying weight $\cos^2(\pi i/400)$, the full variance divided by the independent-cell formula was 0.99999. With the weight $1+\cos(\pi i/2)$, which repeats every four sites, the ratio was 0.911. The coupling was the same in both cases. The formula therefore holds for smooth weights and loses accuracy when the weight varies on the scale of the interaction.

Thermal conductivity appears nowhere in these results. Conduction decides how quickly a fluctuation forms and decays, but in equilibrium it does not change the variance at one instant. A detector that averages over a time longer than this decay records less than the full variance. The formulas describe the noise summed over all frequencies.

## Second half: from temperature to resonance frequency

The first half gave two results for a region with uniform heat capacity per volume $c$, total heat capacity $C=cV$, and surroundings at temperature $T$. The volume-averaged temperature has variance $kT^2/C$. An average with a smooth normalized weight $w(\mathbf r)$ has variance $(kT^2/c)\int w^2d^3r$. Both need $C\gg k$ and energy correlations of short range.

### (d) How does a small change of index move an optical resonance?

A lossless, isotropic resonator has refractive index $n(\mathbf r,\omega)$ and a mode with electric field $\mathbf E$ and angular frequency $\omega$. The index changes by $\delta n(\mathbf r)$, slowly compared with the optical oscillation. Find the first-order frequency change, including dispersion.

The variance of the region's temperature is now known, both for the plain volume average and for any smooth weighted average. It remains to find how a small change of index shifts the resonance, as part (d) asks, and from this to obtain the frequency noise and its size in a silicon microring.

Numerical values quoted here were computed with a short program.
